\section*{Spin-other-orbit coupling in l^N and term-dependent interval constants}

\section{The decision: one spin-orbit parameter or more}

Suppose the splitting of the $^3F$ term of a $d^2$ ion is known and the splitting of $^3P$ is wanted. With one-electron spin-orbit coupling alone, both terms have the interval constant $A=\zeta/2$, so one fitted $\zeta$ would serve both. In first order, and with one radial function for both terms, whether this is good enough depends on the two-electron spin-orbit energy, which is not the same multiple of $\boldsymbol L\cdot\boldsymbol S$ in the two terms. Its size decides whether Marvin integrals must enter the calculation beside $\zeta$.

Hartree atomic units are used, with fine-structure constant $\alpha$. The shell $l^N$ has one real radial function $P(r)=rR(r)$, the same for all its terms. Energies are first order in the Breit--Pauli operator
\begin{equation}
H=\frac{\alpha^2}{2}\sum_{i\ne j}\boldsymbol V(i,j)\cdot(\boldsymbol s_i+2\boldsymbol s_j),\qquad
\boldsymbol V(i,j)=\nabla_i\frac1{r_{ij}}\times\boldsymbol p_i=-\frac{\boldsymbol r_{ij}\times\boldsymbol p_i}{r_{ij}^3}.
\end{equation}
In the $\boldsymbol s_i$ part an electron's spin feels its own motion in the field of another electron. In the $2\boldsymbol s_j$ part it feels the other electron's motion. Here ``spin-other-orbit'' means the sum of both parts. A term's constant is defined by the energy operator $A\,\boldsymbol L\cdot\boldsymbol S$.

\section{Simple case: spherical repulsion}

Keep only the monopole $1/r_>$ of $1/r_{12}$. Its gradient with respect to electron 1 is zero for $r_1<r_2$ and $-\boldsymbol r_1/r_1^3$ for $r_1>r_2$, so
\begin{equation}
\boldsymbol V(1,2)\to-\boldsymbol l_1/r_1^3\quad(r_1>r_2),\qquad 0\quad(r_1<r_2).
\end{equation}
Define
\begin{equation}
I_k=\int_0^\infty\!dr\,\frac{P^2(r)}{r^{k+3}}\int_0^{r}\!dr'\,P^2(r')r'^k,\qquad
M^k=\frac{\alpha^2}{8}\Big\langle\frac{r_<^k}{r_>^{k+3}}\Big\rangle=\frac{\alpha^2}{4}I_k .
\end{equation}
The $M^k$ are the Marvin integrals. The last equality holds because the two orderings of $r_1,r_2$ contribute equally. Since $\alpha^2I_0/2=2M^0$, the monopole part is
\begin{equation}
H_0=-2M^0\sum_{i\ne j}\boldsymbol l_i\cdot(\boldsymbol s_i+2\boldsymbol s_j).
\end{equation}

Take terms with $S=N/2$. Their spin function is symmetric, so every $\boldsymbol s_i$ acts as $\boldsymbol S/N$ within the term. The one-electron energy becomes
\begin{equation}
\zeta\sum_i\boldsymbol l_i\cdot\boldsymbol s_i\to\frac{\zeta}{N}\boldsymbol L\cdot\boldsymbol S=\frac{\zeta}{2S}\boldsymbol L\cdot\boldsymbol S .
\end{equation}
In $H_0$ the spin factor is $3\boldsymbol S/N$ and $\sum_{i\ne j}\boldsymbol l_i=(N-1)\boldsymbol L$, hence
\begin{equation}
A_0=-\frac{6(N-1)}{N}M^0 .
\end{equation}
This does not depend on $L$: spherical repulsion shifts $A$ but cannot separate $^3F$ from $^3P$.

Limit: if electron 2 is compact and lies inside electron 1, its $\boldsymbol s_1$ term is $-\alpha^2\boldsymbol l_1\cdot\boldsymbol s_1/(2r_1^3)$. That is the nuclear term $+\alpha^2Z\,\boldsymbol l_1\cdot\boldsymbol s_1/(2r_1^3)$ with $Z$ lowered by one, which fixes the sign.

\section{General multipole}

Write $1/r_{12}=\sum_k f_k(r_1)\,C^k(1)\cdot C^k(2)$ with $f_k=r_<^k/r_>^{k+1}$. Parity leaves only even $k$ inside the shell. For one component $C=C^k_q(1)$ split $\nabla=\hat{\boldsymbol r}\partial_r+\boldsymbol D/r$, where $\boldsymbol D$ is tangential and $\boldsymbol l=-i\hat{\boldsymbol r}\times\boldsymbol D$. Acting on $R(r)Y$,
\begin{align}
-i\nabla(fC)\times\nabla(RY)={}&\frac{f'}{r}R\,C\,\boldsymbol lY-\frac fr R'\,(\boldsymbol lC)Y+\frac{f}{r^2}R\,\boldsymbol XY,\\
\boldsymbol XY={}&-i\,\boldsymbol DC\times\boldsymbol DY .\nonumber
\end{align}
The minus sign comes from $\boldsymbol DC\times\hat{\boldsymbol r}=-\hat{\boldsymbol r}\times\boldsymbol DC$. As operators, $(\boldsymbol lC)=[\boldsymbol l,C]$. Bra and ket share $R$, so the derivative $R'$ can be removed by parts:
\begin{equation}
\int r^2R\,\frac fr R'\,dr=\frac12\int rf\,(R^2)'dr=-\frac12\int r^2R^2\Big(\frac{f'}r+\frac f{r^2}\Big)dr .
\end{equation}
The function $f$ is continuous at $r_1=r_2$, so no boundary term arises there. Collecting terms gives
\begin{equation}
\frac{f'}r\boldsymbol A+\frac f{r^2}\boldsymbol B,\qquad \boldsymbol A=\tfrac12(C\boldsymbol l+\boldsymbol lC),\quad \boldsymbol B=\tfrac12[\boldsymbol l,C]+\boldsymbol X .
\end{equation}
For $r_1<r_2$, $f'/r=kf/r^2$; for $r_1>r_2$, $f'/r=-(k+1)f/r^2$. The radial average is therefore
\begin{equation}
I_{k-2}(k\boldsymbol A+\boldsymbol B)+I_k\big(-(k+1)\boldsymbol A+\boldsymbol B\big).
\end{equation}
For $k=0$, $C=1$ and $\boldsymbol B=0$. The first term is then absent and the second is $-I_0\boldsymbol l$, as in the simple case.

The operator $\boldsymbol B$ need not be worked out. Couple the vector index and the index $q$ to a tensor of rank $K=k-1,k,k+1$ on electron 1.

\begin{itemize}
\item The components of $\nabla(r^kC^k)$ are harmonic and homogeneous of degree $k-1$, so they contain only $C^{k-1}$. Combined with the vector $\boldsymbol p$ they reach at most rank $k$. Setting $f=r^k$ everywhere gives an operator proportional to $k\boldsymbol A+\boldsymbol B$, so $\boldsymbol B_{k+1}=-k\boldsymbol A_{k+1}$.
\item The components of $\nabla(r^{-k-1}C^k)$ are harmonic of degree $-k-2$ and contain only $C^{k+1}$, which gives rank $k$ or more. Hence $\boldsymbol B_{k-1}=(k+1)\boldsymbol A_{k-1}$. A trial $R$ vanishing near the origin keeps the integrals finite, and the identity is purely angular.
\item $\boldsymbol V$ is Hermitian, because $\nabla\times\nabla f=0$, and odd under time reversal. Within one $l$ shell a rank-$K$ operator is a polynomial of degree $K$ in $\boldsymbol l$, with time parity $(-1)^K$. The even rank $K=k$ is therefore absent.
\end{itemize}

Substitution leaves
\begin{equation}
(2k+1)\big[I_{k-2}\boldsymbol A_{k-1}-I_k\boldsymbol A_{k+1}\big].
\end{equation}
In both pieces the integral is $I_{K-1}$.

\section{The weights}

Let $u^k$ be the unit tensor, $\langle l\|u^k\|l\rangle=1$, so that $C^k=c_ku^k$ with
\begin{equation}
c_k=(-1)^l(2l+1)\begin{pmatrix}l&k&l\\0&0&0\end{pmatrix}.
\end{equation}
Put $\Lambda=\sqrt{l(l+1)(2l+1)}=\langle l\|\boldsymbol l\|l\rangle$, $x=\max(K,k)$ and
\begin{equation}
g=\sqrt{x(2l+x+1)(2l-x+1)} .
\end{equation}
For $K=k\pm1$ the two orderings in $\boldsymbol A$ couple to the same tensor, so $A^K=[C^kl]^K$. Recoupling the contraction with electron 2 uses
\begin{equation}
\langle kq\,1m|KQ\rangle=(-1)^{k-q}\sqrt{\tfrac{2K+1}{3}}\,\langle KQ\,k{-}q|1m\rangle ,
\end{equation}
which turns $\sum_q(-1)^qA_{m,q}C^k_{-q}(2)$ into $\sqrt{(2K+1)/3}\,[A^K(1)C^k(2)]^1_m$. The reduced element of $A^K$ follows from the closed form of the $6j$ symbol with a unit argument:
\begin{align}
\langle l\|A^K\|l\rangle&=(-1)^K\sqrt{2K+1}\begin{Bmatrix}k&1&K\\l&l&l\end{Bmatrix}c_k\Lambda,\\
\begin{Bmatrix}k&1&K\\l&l&l\end{Bmatrix}&=\frac{(-1)^x\,g}{2\Lambda\sqrt{(2k+1)(2K+1)}} .
\end{align}
Hence $\langle l\|A^K\|l\rangle=\pm c_kg/(2\sqrt{2k+1})$ for $K=k\pm1$. This sign cancels the opposite signs in the bracket of the previous section, and both channels enter negatively. With $\alpha^2I_{K-1}/2=2M^{K-1}$,
\begin{align}
H&=-\sum_{K\,\mathrm{odd}}M^{K-1}\sum_{k=K\pm1}w_{Kk}\sum_{i\ne j}[u^K_iu^k_j]^1\cdot(\boldsymbol s_i+2\boldsymbol s_j),\\
w_{Kk}&=c_k^2\sqrt{\tfrac{(2K+1)(2k+1)}3}\;g .\nonumber
\end{align}

Limit $k=0$, $K=1$: here $c_0^2=2l+1$ and $g=2\sqrt{l(l+1)}$, so $w_{10}=2\Lambda\sqrt{2l+1}$. Since $u^1=\boldsymbol l/\Lambda$, $u^0=1/\sqrt{2l+1}$ and coupling to rank zero has coefficient one, $H_0$ is recovered.

As a test, $\boldsymbol V$ was integrated for Gaussian $p$, $d$ and $f$ shells without a multipole expansion. All orbital elements agree with the tensor form to a few $10^{-15}$, the largest elements being about $0.13$ to $0.15$ (in $\alpha^2$ hartree).

\section{Elements for any $N$}

Adding the terms $i=j$ turns the double sum into products of shell operators $U^k=\sum_iu_i^k$ and $\sum_i\boldsymbol s_iu_i^k$. The added terms must then be subtracted. On one electron
\begin{equation}
[u^Ku^k]^1=-\sqrt3\begin{Bmatrix}K&k&1\\l&l&l\end{Bmatrix}\frac{\boldsymbol l}\Lambda
=-\frac{\sqrt3\,(-1)^xg}{2\Lambda^2\sqrt{(2K+1)(2k+1)}}\,\boldsymbol l ,
\end{equation}
and its spin factor is $3\boldsymbol s_i$. Therefore
\begin{align}
H&=-\sum_{K,k}M^{K-1}w_{Kk}\sum_{i,j}[u_i^Ku_j^k]^1\cdot(\boldsymbol s_i+2\boldsymbol s_j)-Y\sum_i\boldsymbol l_i\cdot\boldsymbol s_i,\\
Y&=\frac{3}{2\Lambda^2}\sum_{K,k}M^{K-1}c_k^2(-1)^xg^2 .\nonumber
\end{align}
For $k=0$ alone $Y=-6M^0$, which removes the self-terms $-6M^0\boldsymbol l_i\cdot\boldsymbol s_i$ from the full sum, as it must. In the 120 states of $d^3$ this form agrees with the operator built from its definition to about $10^{-14}$.

$H$ is a scalar made of a spin vector and an orbital vector. Within an isolated $LS$ term it therefore equals $A_{\rm soo}\boldsymbol L\cdot\boldsymbol S$, and the Land\'e interval rule survives. To find $A_{\rm soo}$ take $M_S=S$, where only $s_z$ has diagonal elements, and define $v^k=\sum_is_{z,i}u^k_i$. Inserting intermediate states between the factors gives
\begin{align}
A_{\rm soo}\,S\sqrt{L(L+1)(2L+1)}={}&\sqrt3\sum_{K,k}M^{K-1}w_{Kk}\sum_{\beta L''}\begin{Bmatrix}K&k&1\\L&L&L''\end{Bmatrix}F_{\beta L''}\nonumber\\
&-Y\,a\,S\sqrt{L(L+1)(2L+1)},\\
F_{\beta L''}={}&\langle L\|v^K\|\beta L''\rangle\langle\beta L''\|U^k\|L\rangle\nonumber\\
&+2\langle L\|U^K\|\beta L''\rangle\langle\beta L''\|v^k\|L\rangle .\nonumber
\end{align}
Here $a$ is the factor of $\zeta$ in the term's one-electron constant and $\beta$ separates repeated terms. The product rule supplies $-\sqrt3$, which with the minus sign of $H$ becomes $+\sqrt3$. The intermediate terms have spin $S$, because $U^k$ does not act on spin. For the two quartets of $d^3$ the sum reproduces the constants obtained from the definition.

\section{Two electrons: the constants separate}

For a triplet of $l^2$ the spin factor is $3\boldsymbol S/2$, and the two orders $i,j$ give equal diagonal elements because the orbital state has definite exchange symmetry. With
\begin{equation}
\langle l^2L\|[u^K(1)u^k(2)]^1\|l^2L\rangle=\sqrt3\,(2L+1)\begin{Bmatrix}l&l&K\\l&l&k\\L&L&1\end{Bmatrix},
\end{equation}
division by $\langle L\|\boldsymbol L\|L\rangle$ gives
\begin{equation}
A_{\rm soo}=-3\sum_{K,k}M^{K-1}c_k^2\sqrt{(2K+1)(2k+1)}\,g\,
\frac{(2L+1)}{\sqrt{L(L+1)(2L+1)}}\begin{Bmatrix}l&l&K\\l&l&k\\L&L&1\end{Bmatrix}.
\end{equation}

The $p$ shell offers no comparison: its only terms with $S=N/2$, $N\ge2$ and $L>0$ reduce to $^3P$ of $p^2$. The first case is $d^2$, and determinants make its numbers explicit. For parallel spins in orbitals $m,m'$, with $q=m-m'$, $C_q=\langle Kq\,k{-}q|10\rangle$ and $t^k=\langle m|u^k_q|m'\rangle$, the direct and exchange parts of $\sum_{i\ne j}[u^K_iu^k_j]^1_0$ are
\begin{equation}
D_{Kk}=C_0\big[u^K(m)u^k(m')+u^K(m')u^k(m)\big]-2(-1)^qC_q\,t^Kt^k ,
\end{equation}
where $u^k(m)$ is the diagonal element of $u^k_0$. For the channel $K=1$, $k=2$ and the determinant $|2,1|$,
\begin{align}
u^1(m)&=\frac m{\sqrt{30}},\quad u^2(2)=\frac2{\sqrt{70}},\quad u^2(1)=-\frac1{\sqrt{70}},\nonumber\\
t^1&=-\sqrt{\tfrac2{30}},\quad t^2=-\sqrt{\tfrac6{70}},\quad C_1=\sqrt{\tfrac3{10}} .
\end{align}
The direct part is proportional to $2(-1)+1\cdot2=0$. The exchange part is $2\sqrt{3/10}\,\sqrt{12/2100}$, and since $w_{12}=\frac{10}7\sqrt{210}$ the product $w_{12}D_{12}$ is $12/7$. The same evaluation for the other channels and determinants gives $w_{Kk}D_{Kk}$:
\begin{equation}
\begin{array}{c|ccc}
(K,k)&|2,1|&|2,-1|&|1,0|\\\hline
(1,2)&12/7&8/7&10/7\\
(3,2)&-156/49&36/49&80/49\\
(3,4)&54/49&78/49&108/49
\end{array}
\end{equation}
The state $|2,1|$ is $^3F$ with $M_L=3$. Its energy coefficient obeys $3A=-\frac32\sum M^{K-1}wD$. The other two determinants span $M_L=1$ of $^3F$ and $^3P$, so by the trace $A(^3F)+A(^3P)=-\frac32\sum M^{K-1}wD$, summed over both. Without the common $-3M^0$ from $k=0$,
\begin{align}
^3F:&\quad-\tfrac12\Big[\tfrac{12}7M^0+\tfrac{-156+54}{49}M^2\Big]=-\tfrac67M^0+\tfrac{51}{49}M^2,\\
^3F+{}^3P:&\quad-\tfrac32\Big[\tfrac{18}7M^0+\tfrac{116+186}{49}M^2\Big]=-\tfrac{27}7M^0-\tfrac{453}{49}M^2 .
\end{align}
Subtracting, and restoring $-3M^0$ and $\zeta/2$,
\begin{align}
A(^3F)&=\tfrac\zeta2-\tfrac{27}7M^0+\tfrac{51}{49}M^2,\\
A(^3P)&=\tfrac\zeta2-6M^0-\tfrac{72}7M^2,\\
A(^3F)-A(^3P)&=\tfrac{15}7M^0+\tfrac{555}{49}M^2>0 .
\end{align}
Both integrals are positive, so no radial function makes the two constants equal in this model.

A second case is $d^3$, whose quartets share $\zeta/3$:
\begin{equation}
A_{\rm soo}(^4F)=-\tfrac{38}7M^0-\tfrac6{49}M^2,\qquad A_{\rm soo}(^4P)=-4M^0+\tfrac{52}7M^2 .
\end{equation}
Their difference is $-\frac23$ of the $d^2$ difference. The factor $\frac23$ is the ratio of the spin factors $3/N$. The sign follows from treating three parallel-spin electrons as two holes in five orbitals: odd-rank $U^K$ keeps its sign and even-rank $U^k$ with $k>0$ changes it, while the self-terms are proportional to $\boldsymbol L$ and common to both quartets. The triplets $^3P$, $^3F$, $^3H$ of $f^2$ also have three different sets of factors of $(M^0,M^2,M^4)$: $(-6,-12,-\tfrac{150}{11})$, $(-5,-\tfrac13,\tfrac{10}{33})$ and $(-\tfrac{16}5,\tfrac{92}{165},\tfrac{104}{363})$.

\section{Size in Ti$^{2+}$}

The free ion $3d^2$ was treated by configuration-average Hartree--Fock in the def2-TZVP basis. Closed shells have no net spin or orbital vector, so their coupling to the $d$ electrons is a one-electron $\boldsymbol l\cdot\boldsymbol s$ term and belongs to the common $\zeta$. Here the nucleus and the direct core screening are kept. The latter is the monopole result with the core density inside:
\begin{equation}
\zeta=\frac{\alpha^2}2\big(22\times2.0836-19.417\big)=7.035\times10^{-4}\ \text{hartree}=154.4\ \text{cm}^{-1}.
\end{equation}
Core exchange is omitted. It would lower $\zeta$ by nearly a fifth but would not change the difference of the two constants at fixed $P(r)$. Unless core exchange is mentioned, the percentages below refer to this incomplete $\zeta$, so they are somewhat too small.

With $M^0=0.688$ and $M^2=0.375$ cm$^{-1}$,
\begin{align}
A_{\rm soo}(^3F)&=-2.65+0.39=-2.26\ \text{cm}^{-1},\\
A_{\rm soo}(^3P)&=-4.13-3.85=-7.98\ \text{cm}^{-1}.
\end{align}
Added to $\zeta/2=77.2$ cm$^{-1}$ these give $A(^3F)=74.9$ and $A(^3P)=69.2$ cm$^{-1}$. The difference, $2.61\times10^{-5}$ hartree or $5.7$ cm$^{-1}$, is $7.4\%$ of $\zeta/2$. About three quarters of it, $4.2$ cm$^{-1}$, comes from $M^2$: that integral is the smaller one, but its factor $555/49$ is more than five times $15/7$. These digits belong to the def2-TZVP basis. Near the basis-set limit $\langle r^{-3}\rangle$ is $2.107$ instead of $2.084$ bohr$^{-3}$, $\zeta$ is $156.9$, $M^0=0.690$ and $M^2=0.376$ cm$^{-1}$. Both constants then rise by about $1.2$ cm$^{-1}$, to $76.2$ and $70.4$ cm$^{-1}$, while their difference stays $5.7$ cm$^{-1}$, now $7.3\%$ of $\zeta/2$.

This answers the opening question for the model ion. The interval between levels $J$ and $J-1$ is $AJ$. Carrying the $^3F$ constant over to $^3P$ would give $2\times74.9=150$ cm$^{-1}$ for $^3P_2-{}^3P_1$ instead of $138$ cm$^{-1}$, an error of about $8\%$ relative to the latter. With core exchange included in $\zeta$ the error would be about $10\%$. At first order, one parameter serves if an error of this size is acceptable; otherwise $M^0$ and $M^2$ are needed.

These are first-order intervals, not predictions of measured ones. Spin-spin coupling has rank two in spin and orbit and breaks the interval rule. Second-order spin-orbit coupling also shifts the levels unevenly, and here it is not small. Within $3d^2$ the lower $^1D_2$ level pushes $^3P_2$ up, while $^3P_1$ has no partner. With core exchange included ($\zeta\approx127$ cm$^{-1}$) and the Hartree--Fock $^3P$--$^1D$ gap of about $2300$ cm$^{-1}$, this raises half the $^3P_2-{}^3P_1$ interval by about $7$ cm$^{-1}$, more than the difference of $5.7$ cm$^{-1}$ found above and against the lowering of $A(^3P)$. A comparison with measured intervals must therefore include this coupling together with the Marvin integrals. Mixing with other configurations can change $A$ as well. If each term is given its own relaxed $P(r)$, $\zeta$ itself becomes term dependent, and the difference in $A$ is no longer a pure measure of the Marvin integrals. For Ti$^{2+}$ near the basis-set limit and without core exchange, such relaxation makes $\zeta/2$ about $2.1$ cm$^{-1}$ larger in $^3F$ than in $^3P$, and the difference in $A$ grows from $5.7$ to about $7.7$ cm$^{-1}$.

\section*{Calculated quantities}
\begin{verbatim}
Gaussian test shells: largest element and largest deviation (a^2 hartree)
  l=1: 0.154198  2.7e-15
  l=2: 0.140037  2.7e-15
  l=3: 0.131576  2.4e-15
Interval constants: zeta factor, then factors of M^0, M^2, ...
  d^2 3P: 0.500000 | -6, -72/7 | k=0 part of M^0: -3.0000
  d^2 3F: 0.500000 | -27/7, 51/49 | k=0 part of M^0: -3.0000
  f^2 3P: 0.500000 | -6, -12, -150/11 | k=0 part of M^0: -3.0000
  f^2 3F: 0.500000 | -5, -1/3, 10/33 | k=0 part of M^0: -3.0000
  f^2 3H: 0.500000 | -16/5, 92/165, 104/363 | k=0 part of M^0: -3.0000
  d^3 4P: 0.333333 | -4, 52/7 | k=0 part of M^0: -4.0000
  d^3 4F: 0.333333 | -38/7, -6/49 | k=0 part of M^0: -4.0000
  d^2, A(3F)-A(3P): factors of M^0, M^2 = 15/7, 555/49
d^3 product form, all 120 states: deviation 1.3e-14 a^2 hartree
  4P: A by intermediate terms 0.02202829, from definition 0.02202829 a^2 hartree
  4F: A by intermediate terms -0.16678565, from definition -0.16678565 a^2 hartree
Ti2+ 3d^2, configuration-average Hartree-Fock, def2-TZVP
  total energy -847.6765 hartree; virial ratio 2.00000
  norm of 3d 1.0000000; core electrons 18.00000
  <r^-3> of 3d = 2.08355 bohr^-3
  core-screening integral = 19.41664 bohr^-3
  M^0 = 3.13441e-06 hartree = 0.6879 cm^-1
  M^2 = 1.70729e-06 hartree = 0.3747 cm^-1
  zeta (nucleus + direct core) = 7.03486e-04 hartree = 154.397 cm^-1
  common part zeta/2 = 77.199 cm^-1
  3F: spin-other-orbit part -2.263 cm^-1, A = 74.935 cm^-1
  3P: spin-other-orbit part -7.982 cm^-1, A = 69.217 cm^-1
  A(3F)-A(3P) = 2.60543e-05 hartree = 5.718 cm^-1
  difference relative to zeta/2 = 7.41 percent
  first-order intervals: 3F4-3F3 299.74 cm^-1, 3P2-3P1 138.43 cm^-1
\end{verbatim}
